**Trion Hamiltonian on two-electron-one-hole states from quasiparticle energies, W and the BSE kernel**

On states \(|vc_1c_2\rangle=a^\dagger_{c_1}a^\dagger_{c_2}a_v|0\rangle\) (\(v\) filled, \(c\) empty spin orbitals) the matrix consists of \(\varepsilon_{c_1}+\varepsilon_{c_2}-\varepsilon_v\), the antisymmetrized screened repulsion \(W\), and four signed terms of the kernel \(K_{vc,v'c'}=-\langle cv'|W|c'v\rangle+\langle cv'|V|vc'\rangle\) with bare \(V\); the optical element from one electron \(c\) is \(p_{c_2v}\delta_{c_1c}-p_{c_1v}\delta_{c_2c}\). For LiH (RHF/STO-3G, \(W=V\), random spin rotations, a ghost orbital at 60 Å) the program asserts that the formula and the coupling \(\langle c_1c_2\|cv\rangle\) equal explicit operator action of the full Hamiltonian on determinants, and that a distant spectator electron reproduces the pyscf TDA spectrum. For a four-cell Rice-Mele ring with \(W=V/4\) it asserts that the \(k\)-space Hamiltonian and optical elements equal operator action with real-space integrals, and that the ordered-pair basis gives doubled eigenvalues plus zero modes. On larger rings it asserts that quartet levels recur in the \(S_z=\tfrac12\) block with the lowest five dark, the Pauli-blocked sum rule, equal shifts of trion and exciton under a constant added to \(W\), \(f_X\propto N\) with \(f_T\) nearly constant, and a pure electron singlet without exchange. The output shows a trion binding energy of 0.081 eV from the triplet-exciton threshold and a line 0.094 eV below the bright exciton at \(N=32\). It also shows a second level below the threshold, which at \(N=16\) coincides with the lowest quartet.

## Numerical check

```python
# Trion Hamiltonian on |v c1 c2> = a+_c1 a+_c2 a_v |0>  (v filled, c empty spin orbitals).
# <pq|U|rs> = int p*(1) q*(2) U r(1) s(2);  K(vc,v'c') = -<cv'|W|c'v> + <cv'|V|vc'>.
# Under test (d = Kronecker delta, d12' = d(c1,c2') etc.):
#  H = (e_c1+e_c2-e_v) d_vv' (d11' d22' - d12' d21') + d_vv'(<c1c2|W|c1'c2'> - <c1c2|W|c2'c1'>)
#      + K(vc1,v'c1')d22' + K(vc2,v'c2')d11' - K(vc1,v'c2')d21' - K(vc2,v'c1')d12'
#  <v c1 c2|P|c> = p(c2,v) d(c1,c) - p(c1,v) d(c2,c)
# Independent road: fermion operators applied to determinants stored as bit strings; pyscf TDA.
# Example: Rice-Mele ring, V = e^2/sqrt(r^2+r0^2), W = V/eps; spin orbital index = 2*k + spin.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, block_diag
from pyscf import gto, scf, tdscf, ao2mo

scf.hf.MUTE_CHKFILE = True
HARTREE = sc.physical_constants['Hartree energy in eV'][0]
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10          # eV A
HB2M = sc.hbar**2 / sc.m_e / sc.e * 1e20               # eV A^2
rng = np.random.default_rng(1)

def act(ops, det):
    sign = 1
    for orb, dag in reversed(ops):
        bit = 1 << orb
        if bool(det & bit) == bool(dag):
            return 0, 0
        if (det & (bit - 1)).bit_count() & 1:
            sign = -sign
        det ^= bit
    return sign, det

def add(out, ops, det, amp):
    s, d = act(ops, det)
    if s:
        out[d] = out.get(d, 0) + s * amp

def full_basis(nv, nc):
    trip = [(v, a, b) for v in range(nv) for a, b in itertools.combinations(range(nc), 2)]
    dets = [act([(nv + a, 1), (nv + b, 1), (v, 0)], (1 << nv) - 1) for v, a, b in trip]
    return np.array(trip).T, dets

def project(apply_op, kets, bras):
    look = {d: (i, s) for i, (s, d) in enumerate(bras)}
    M = np.zeros((len(bras), len(kets)), complex)
    for j, (sj, dj) in enumerate(kets):
        for d, amp in apply_op(dj).items():
            if d in look:
                M[look[d][0], j] += look[d][1] * sj * amp
    return M

def trion_matrix(V, C1, C2, ev, ec, Wee, K):
    eq = lambda x, y: x[:, None] == y[None, :]
    sv = eq(V, V)
    metric = (sv & eq(C1, C1) & eq(C2, C2)).astype(float) - (sv & eq(C1, C2) & eq(C2, C1))
    H = ((ec[C1] + ec[C2] - ev[V])[:, None] * metric).astype(complex)
    i, j = np.nonzero(sv)
    H[i, j] += Wee(C1[i], C2[i], C1[j], C2[j]) - Wee(C1[i], C2[i], C2[j], C1[j])
    for spec_b, act_b, sb in ((C1, C2, 1), (C2, C1, -1)):
        for spec_k, act_k, sk in ((C1, C2, 1), (C2, C1, -1)):
            i, j = np.nonzero(eq(spec_b, spec_k))
            H[i, j] += sb * sk * K(V[i], act_b[i], V[j], act_k[j])
    return H

def optical_vector(V, C1, C2, c, pcv):
    return pcv(C2, V) * (C1 == c) - pcv(C1, V) * (C2 == c)

# ---------- LiH, Hartree-Fock energies, W = V: exact projection of the full Hamiltonian
def rhf(atoms):
    mf = scf.RHF(gto.M(atom=atoms, basis='sto-3g', verbose=0))
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.kernel()
    return mf
bond, r_ghost = 1.6, 60.0
mf0 = rhf(f'Li 0 0 0; H 0 0 {bond}')
mf = rhf(f'Li 0 0 0; H 0 0 {bond}; ghost-H {r_ghost} 0 0')
mo = mf.mo_coeff; nmo = mo.shape[1]; nso = 2 * nmo; nv = 4; nc = nso - nv
U = block_diag(*[np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))[0]
                 for _ in range(nmo)])
h1 = U.conj().T @ np.kron(mo.T @ mf.get_hcore() @ mo, np.eye(2)) @ U
eri = ao2mo.restore(1, ao2mo.kernel(mf.mol.intor('int2e'), mo), nmo)
g = np.einsum('prqs,ac,bd->paqbrcsd', eri, np.eye(2), np.eye(2)).reshape((nso,) * 4)
g = np.einsum('pqrs,pa,qb,rc,sd->abcd', g, U.conj(), U.conj(), U, U, optimize=True)
anti = g - g.transpose(0, 1, 3, 2)

def apply_full(det):
    out = {}
    occ = [p for p in range(nso) if det >> p & 1]
    for r in occ:
        for p in range(nso):
            add(out, [(p, 1), (r, 0)], det, h1[p, r])
    for r, s in itertools.combinations(occ, 2):
        free = [p for p in range(nso) if p not in occ or p in (r, s)]
        for p, q in itertools.combinations(free, 2):
            add(out, [(p, 1), (q, 1), (s, 0), (r, 0)], det, anti[p, q, r, s])
    return out
(V, C1, C2), dets = full_basis(nv, nc)
H_det = project(apply_full, dets, dets) - (mf.e_tot - mf.energy_nuc()) * np.eye(len(dets))
eso = np.repeat(mf.mo_energy, 2)
H_for = trion_matrix(V, C1, C2, eso[:nv], eso[nv:],
                     lambda a, b, c, d: g[nv + a, nv + b, nv + c, nv + d],
                     lambda v, c, w, d: g[nv + c, w, v, nv + d] - g[nv + c, w, nv + d, v])
err_lih = abs(H_det - H_for).max()
assert err_lih < 1e-6                                   # limited by SCF convergence
one_e = [act([(nv + c, 1)], (1 << nv) - 1) for c in range(nc)]
coup = project(apply_full, one_e, dets)
coup_for = np.array([anti[nv + C1, nv + C2, nv + c, V] for c in range(nc)]).T
assert abs(coup - coup_for).max() < 1e-6 and abs(coup).max() > 1e-2
cis = []
for singlet, mult in ((True, 1), (False, 3)):
    td = tdscf.TDA(mf0); td.singlet = singlet
    vind = td.gen_vind(mf0)[0]
    A = np.asarray(vind(np.eye(8))).reshape(8, 8)
    cis += list(np.linalg.eigvalsh(0.5 * (A + A.T))) * mult
gh = 2 * int(np.argmax(abs(mo[-1]))) - nv
sel = ((C1 == gh) | (C2 == gh)) & (C1 != gh + 1) & (C2 != gh + 1)
assert abs(H_for[np.ix_(sel, ~sel)]).max() < 1e-8
spect = np.linalg.eigvalsh(H_for[np.ix_(sel, sel)]) - eso[nv + gh]
err_spec = abs(spect - np.sort(cis)).max()
assert err_spec < 1e-4                                  # residual multipole field ~ 1/R^3
print(f'LiH RHF/STO-3G bond {bond:.2f} A, ghost H 1s at {r_ghost:.0f} A, 2e1h states {len(dets)}')
print(f'LiH max |formula - determinants| = {err_lih*HARTREE:.1e} eV')
print(f'LiH max 1e-2e1h coupling = {abs(coup).max()*HARTREE:.3f} eV')
print(f'LiH lowest TDA excitation = {min(cis)*HARTREE:.4f} eV, spectator block = {spect[0]*HARTREE:.4f} eV')
print(f'LiH spectator max deviation = {err_spec*HARTREE:.1e} eV, e^2/R = {E2/r_ghost:.3f} eV')

# ---------- Rice-Mele ring with W different from V
a0, Delta, t1, t2, r0, eps = 4.0, 5.0, 1.5, 1.0, 2.0, 4.0
vbare = lambda r: E2 / np.sqrt(r**2 + r0**2)
def hk(k):
    f = -t1 - t2 * np.exp(-1j * k * a0)
    return np.array([[Delta / 2, f], [np.conj(f), -Delta / 2]])
def vk(k):
    f = 0.5j * a0 * (-t1 + t2 * np.exp(-1j * k * a0))
    return np.array([[0, f], [np.conj(f), 0]])

class Ring:
    def __init__(s, N, exch=1.0, shift=0.0):
        s.N = N; s.k = 2 * np.pi * np.arange(N) / (N * a0); s.k0 = N // 2
        sol = [np.linalg.eigh(hk(k)) for k in s.k]
        s.uv = np.array([x[1][:, 0] for x in sol]); s.uc = np.array([x[1][:, 1] for x in sol])
        s.ev = np.repeat([x[0][0] for x in sol], 2); s.ec = np.repeat([x[0][1] for x in sol], 2)
        s.p = np.array([s.uc[j].conj() @ vk(s.k[j]) @ s.uv[j] for j in range(N)])
        R = a0 * np.arange(N); tau = np.array([0, a0 / 2])
        d = s.image(R[:, None, None] + tau[None, :, None] - tau[None, None, :])
        ph = np.exp(1j * np.outer(s.k, R))
        s.Vq = exch * np.einsum('qr,rab->qab', ph, vbare(d))
        s.Wq = np.einsum('qr,rab->qab', ph, vbare(d) / eps + shift)
    def image(s, x):
        L = s.N * a0
        return x - L * np.round(x / L)
    def elem(s, up, p, uq, q, ur, r, us, t, Uq):
        ok = (p % 2 == r % 2) & (q % 2 == t % 2) & ((p//2 + q//2 - r//2 - t//2) % s.N == 0)
        return ok * np.einsum('na,nab,nb->n', up[p//2].conj() * ur[r//2], Uq[(r//2 - p//2) % s.N],
                              uq[q//2].conj() * us[t//2]) / s.N
    def Wee(s, a, b, c, d):
        return s.elem(s.uc, a, s.uc, b, s.uc, c, s.uc, d, s.Wq)
    def K(s, v, c, w, d):
        return (s.elem(s.uc, c, s.uv, w, s.uv, v, s.uc, d, s.Vq)
                - s.elem(s.uc, c, s.uv, w, s.uc, d, s.uv, v, s.Wq))
    def pcv(s, c, v):
        return s.p[c // 2] * (c == v)
    def sector(s, two_sz):
        a, b = np.triu_indices(2 * s.N, 1)
        hole = (1 - 2 * (a % 2)) + (1 - 2 * (b % 2)) - two_sz
        m = abs(hole) == 1
        a, b, hole = a[m], b[m], hole[m]
        return 2 * ((a//2 + b//2 - s.k0) % s.N) + (1 - hole) // 2, a, b
    def trion(s, two_sz=1, nlow=None):
        v, a, b = s.sector(two_sz)
        H = trion_matrix(v, a, b, s.ev, s.ec, s.Wee, s.K)
        assert abs(H - H.conj().T).max() < 1e-10
        E, A = eigh(H, subset_by_index=None if nlow is None else [0, nlow - 1])
        f = abs(A.conj().T @ optical_vector(v, a, b, 2 * s.k0, s.pcv))**2
        return E, f, (abs(A[a % 2 == b % 2])**2).sum(0), len(v)
    def bse(s, v, c):
        i, j = [x.ravel() for x in np.indices((len(v), len(v)))]
        H = np.diag(s.ec[c] - s.ev[v]) + s.K(v[i], c[i], v[j], c[j]).reshape(len(v), -1)
        E, A = np.linalg.eigh(H)
        return E, abs(A.conj().T @ s.pcv(c, v))**2
    def excitons(s):
        kk = np.arange(s.N)
        tq = np.array([s.bse(2 * kk + 1, 2 * ((kk + Q) % s.N))[0][0] for Q in kk])
        thr = tq + s.ec[2 * ((s.k0 - kk) % s.N)]
        E, f = s.bse(np.arange(2 * s.N), np.arange(2 * s.N))
        b = int(np.argmax(f > 1e-6 * f.sum()))
        assert np.argmin(thr) == 0 and abs(E[0] - tq[0]) < 1e-9
        return tq[0], E[b], f[b], thr.min()

# four cells: real-space integrals and explicit operators
rg = Ring(4); N = 4; nv = nc = 8
x = np.arange(2 * N) * a0 / 2
hs = np.diag(np.tile([Delta / 2, -Delta / 2], N))
for i in range(2 * N):
    j = (i + 1) % (2 * N)
    hs[i, j] = hs[j, i] = -(t1 if i % 2 == 0 else t2)
dx = rg.image(x[None, :] - x[:, None])
psi = np.array([np.kron(np.exp(1j * rg.k[j] * a0 * np.arange(N)), u[j]) / np.sqrt(N)
                for u in (rg.uv, rg.uc) for j in range(N)])
e_all = np.concatenate([rg.ev, rg.ec])
assert abs(psi.conj() @ hs @ psi.T - np.diag(e_all[::2])).max() < 1e-12
gV = np.einsum('pi,qj,ij,ri,sj->pqrs', psi.conj(), psi.conj(), vbare(dx), psi, psi, optimize=True)
gV = np.einsum('pqrs,ac,bd->paqbrcsd', gV, np.eye(2), np.eye(2)).reshape((16,) * 4)
gW = gV / eps
vel = np.kron(psi.conj() @ (1j * hs * dx) @ psi.T, np.eye(2))
def apply_eff(det):
    el = [p for p in range(nv, 16) if det >> p & 1]
    ho = [p for p in range(nv) if not det >> p & 1]
    out = {det: e_all[el].sum() - e_all[ho].sum()}
    for r, s in itertools.permutations(el, 2):
        for p, q in itertools.product(range(nv, 16), repeat=2):
            add(out, [(p, 1), (q, 1), (s, 0), (r, 0)], det, 0.5 * gW[p, q, r, s])
    for d, w in itertools.product(el, ho):
        for c, v in itertools.product(range(nv, 16), range(nv)):
            add(out, [(c, 1), (v, 0), (w, 1), (d, 0)], det, gV[c, w, v, d] - gW[c, w, d, v])
    return out
def apply_vel(det):
    out = {}
    for p, r in itertools.product(range(16), repeat=2):
        add(out, [(p, 1), (r, 0)], det, vel[p, r])
    return out
(V, C1, C2), dets = full_basis(nv, nc)
H_for = trion_matrix(V, C1, C2, rg.ev, rg.ec, rg.Wee, rg.K)
err_h = abs(project(apply_eff, dets, dets) - H_for).max()
one_e = [act([(nv + c, 1)], (1 << nv) - 1) for c in range(nc)]
P_det = project(apply_vel, one_e, dets)
err_p = abs(P_det - np.array([optical_vector(V, C1, C2, c, rg.pcv) for c in range(nc)]).T).max()
assert err_h < 1e-10 and err_p < 1e-10
blocked = 2 * (abs(rg.p)**2).sum() - abs(np.repeat(rg.p, 2))**2
assert abs((abs(P_det)**2).sum(0) - blocked).max() < 1e-9
Vo, Ao, Bo = [y.ravel() for y in np.indices((8, 8, 8))]
E_ord = np.linalg.eigvalsh(trion_matrix(Vo, Ao, Bo, rg.ev, rg.ec, rg.Wee, rg.K))
nzero = int((abs(E_ord) < 1e-9).sum())
assert nzero == 512 - len(dets)
assert abs(E_ord[abs(E_ord) > 1e-9] - 2 * np.linalg.eigvalsh(H_for)).max() < 1e-9
kt, dk = 0.3, 1e-5
slope = (np.linalg.eigvalsh(hk(kt + dk))[1] - np.linalg.eigvalsh(hk(kt - dk))[1]) / (2 * dk)
ut = np.linalg.eigh(hk(kt))[1][:, 1]
assert abs(slope - (ut.conj() @ vk(kt) @ ut).real) < 1e-7
print(f'ring N=4: states {len(dets)}, H error {err_h:.1e} eV, P error {err_p:.1e} eV A')
print(f'ring N=4: ordered-pair basis size {len(E_ord)}, zero modes {nzero}')

# sixteen cells: spin multiplets, sum rule, constant shift of W
r16 = Ring(16)
E, f, _, _ = r16.trion(1)
Eq = r16.trion(3)[0]
near = abs(Eq[:, None] - E[None, :])
assert near.min(1).max() < 1e-9 and f[near[:5].argmin(1)].max() < 1e-10 * f.sum()
total = 2 * (abs(r16.p)**2).sum()
assert abs(f.sum() - (total - abs(r16.p[r16.k0])**2)) < 1e-8
cs = 0.5
rs = Ring(16, shift=cs)
sh_t = rs.trion(1, 1)[0][0] - E[0]; sh_x = rs.excitons()[0] - r16.excitons()[0]
assert abs(sh_t + cs) < 1e-9 and abs(sh_x + cs) < 1e-9

kz, dk = np.pi / a0, 1e-3
band = lambda k: np.linalg.eigvalsh(hk(k))[1]
mass = HB2M / ((band(kz + dk) + band(kz - dk) - 2 * band(kz)) / dk**2)
gap = 2 * band(kz)
assert abs(mass - HB2M * gap / (2 * t1 * t2 * a0**2)) < 1e-4
print(f'model: a = {a0} A, Delta = {Delta} eV, t1 = {t1} eV, t2 = {t2} eV, r0 = {r0} A, eps = {eps}')
print(f'e^2 = {E2:.4f} eV A, V(0) = {vbare(0.):.4f} eV, W(0) = {vbare(0.)/eps:.4f} eV')
print(f'gap = {gap:.4f} eV, e_c(pi/a) = {gap/2:.4f} eV, band mass = {mass:.4f} m_e')
print(f'|p_cv(pi/a)|^2 = {abs(r16.p[r16.k0])**2:.4f} eV^2 A^2')
print(f'N=16 total strength: neutral {total:.3f}, with electron {f.sum():.3f} eV^2 A^2')
print(f'N=16 lowest quartet = {Eq[0]:.4f} eV, lowest doublet = {E[0]:.4f} eV')
print(f'N=16 W + {cs} eV: trion shift {sh_t:.6f} eV, exciton shift {sh_x:.6f} eV')
res = {}
for N in (16, 24, 32):
    r = Ring(N)
    xt, xs, fx, thr = r.excitons()
    E, f, wpar, dim = r.trion(1, 2)
    res[N] = (xt, xs, fx, thr, E, f)
    assert E[0] < thr and xs - xt > 1e-3 and f[0] > 1e-3 * fx
    print(f'N={N}: L = {N*a0:.0f} A, matrix size {dim}')
    print(f'  exciton triplet {xt:.4f} eV, singlet {xs:.4f} eV, splitting {xs-xt:.4f} eV')
    print(f'  threshold {thr:.4f} eV, trion {E[0]:.4f} eV, next level {E[1]:.4f} eV')
    print(f'  binding {thr-E[0]:.4f} eV, photon {E[0]-gap/2:.4f} eV, below singlet {xs-E[0]+gap/2:.4f} eV')
    print(f'  f_X {fx:.3f}, f_T {f[0]:.3f} eV^2 A^2, N f_T/f_X {N*f[0]/fx:.3f}')
    print(f'  parallel-spin electron weight in trion {wpar[0]:.5f}')
eb = {N: res[N][3] - res[N][4][0] for N in res}
assert abs(eb[32] - eb[24]) < 5e-3                      # finite-ring tails of the bound state
rat_x = res[32][2] / res[24][2]; rat_t = res[32][5][0] / res[24][5][0]
assert abs(rat_x * 24 / 32 - 1) < 0.02 and abs(rat_t - 1) < 0.12
print(f'ratio N=32/N=24: f_X {rat_x:.4f}, f_T {rat_t:.4f}, sizes {32/24:.4f}')
rn = Ring(24, exch=0.0)
En, fn, wn, _ = rn.trion(1, 1)
kk = np.arange(24)
xn = rn.bse(2 * kk + 1, 2 * kk)[0][0]
assert wn[0] < 1e-10 and En[0] < res[24][4][0] and abs(xn - res[24][0]) < 1e-9
print(f'N=24 without exchange: trion {En[0]:.4f} eV, binding {xn+gap/2-En[0]:.4f} eV')
print(f'N=32 exciton binding: triplet {gap-res[32][0]:.4f} eV, singlet {gap-res[32][1]:.4f} eV')
line = res[32][1] - res[32][4][0] + gap / 2
print(f'main: trion binding {eb[32]:.4f} eV = {eb[32]/HARTREE:.6f} hartree')
print(f'main: trion line below bright exciton {line:.4f} eV = {line/HARTREE:.6f} hartree')
print('verified')
```

Output:

```
LiH RHF/STO-3G bond 1.60 A, ghost H 1s at 60 A, 2e1h states 180
LiH max |formula - determinants| = 7.4e-07 eV
LiH max 1e-2e1h coupling = 3.261 eV
LiH lowest TDA excitation = 3.5172 eV, spectator block = 3.5172 eV
LiH spectator max deviation = 1.5e-04 eV, e^2/R = 0.240 eV
ring N=4: states 224, H error 3.6e-15 eV, P error 7.5e-16 eV A
ring N=4: ordered-pair basis size 512, zero modes 288
model: a = 4.0 A, Delta = 5.0 eV, t1 = 1.5 eV, t2 = 1.0 eV, r0 = 2.0 A, eps = 4.0
e^2 = 14.3996 eV A, V(0) = 7.1998 eV, W(0) = 1.8000 eV
gap = 5.0990 eV, e_c(pi/a) = 2.5495 eV, band mass = 0.8095 m_e
|p_cv(pi/a)|^2 = 25.0000 eV^2 A^2
N=16 total strength: neutral 353.776, with electron 328.776 eV^2 A^2
N=16 lowest quartet = 6.6860 eV, lowest doublet = 6.6348 eV
N=16 W + 0.5 eV: trion shift -0.500000 eV, exciton shift -0.500000 eV
N=16: L = 64 A, matrix size 376
  exciton triplet 4.1688 eV, singlet 4.1818 eV, splitting 0.0130 eV
  threshold 6.7183 eV, trion 6.6348 eV, next level 6.6860 eV
  binding 0.0835 eV, photon 4.0853 eV, below singlet 0.0964 eV
  f_X 289.445, f_T 78.753 eV^2 A^2, N f_T/f_X 4.353
  parallel-spin electron weight in trion 0.00935
N=24: L = 96 A, matrix size 852
  exciton triplet 4.1688 eV, singlet 4.1819 eV, splitting 0.0131 eV
  threshold 6.7183 eV, trion 6.6371 eV, next level 6.6824 eV
  binding 0.0812 eV, photon 4.0876 eV, below singlet 0.0943 eV
  f_X 434.060, f_T 86.901 eV^2 A^2, N f_T/f_X 4.805
  parallel-spin electron weight in trion 0.01025
N=32: L = 128 A, matrix size 1520
  exciton triplet 4.1688 eV, singlet 4.1819 eV, splitting 0.0131 eV
  threshold 6.7183 eV, trion 6.6374 eV, next level 6.6821 eV
  binding 0.0809 eV, photon 4.0879 eV, below singlet 0.0940 eV
  f_X 578.695, f_T 88.305 eV^2 A^2, N f_T/f_X 4.883
  parallel-spin electron weight in trion 0.00982
ratio N=32/N=24: f_X 1.3332, f_T 1.0162, sizes 1.3333
N=24 without exchange: trion 6.6195 eV, binding 0.0988 eV
N=32 exciton binding: triplet 0.9302 eV, singlet 0.9171 eV
main: trion binding 0.0809 eV = 0.002974 hartree
main: trion line below bright exciton 0.0940 eV = 0.003455 hartree
verified
```
